\section*{Reactor residence-time mean and variance from inlet and outlet tracer pulses}

\section*{Question}

I want the mean and variance of the residence time in a cross-flow atomic layer deposition reactor. The valve cannot make a pulse much shorter than the reactor's response, so the outlet record mixes the valve, the feed line and the reactor.

Before using hardware I made synthetic argon records with a one-dimensional transport calculation. The channel is 40 cm long, 25 cm wide and 1 cm high, and carries 300 sccm of nitrogen at 1 Torr and 473 K. The valve opens for 50 ms, and the feed line acts as a mixer with a 20 ms time constant. After dividing each record by its area I find:
\begin{center}
\begin{tabular}{lcc}
 & mean (ms) & variance (ms$^2$)\\
inlet & 45.00 & 608.3\\
outlet & 196.97 & 2056.8
\end{tabular}
\end{center}

Subtracting the means seems natural. For the widths I am stuck: the standard deviations are 45.35 and 24.66 ms, and their difference is 20.7 ms. Is that the reactor's width? Does the answer depend on the pulse shape, and could I use a precursor pulse instead of argon?

\section*{Answer}

Subtract the variances, not the standard deviations. The reason is a cancellation in the second moment, which also shows when the method fails.

\subsection*{Why the variances subtract}

Let $c_{\rm in}$ and $c_{\rm out}$ be the flow-averaged tracer mole fractions at the two ports, on a common clock. If carrier flow and pressure are steady, and the tracer is dilute, evenly mixed over the inlet flow and does not change the walls, the reactor is linear and time-invariant:
\begin{equation}
c_{\rm out}(t)=\int_0^\infty g(s)\,c_{\rm in}(t-s)\,ds,\qquad g\ge0 .
\end{equation}
Define $G=\int_0^\infty g\,ds$ and $E=g/G$. If no tracer is lost, $G=1$ and $E$ is the residence-time distribution. For either record write
\begin{equation}
M_k=\int t^k c\,dt,\qquad \mu=\frac{M_1}{M_0},\qquad
\sigma^2=\frac{M_2}{M_0}-\mu^2 ,
\end{equation}
with nonzero areas and finite moments through $k=2$. Insert the convolution and put $t=s+r$, where $r$ is the entry time and $s$ the time spent inside. All factors are non-negative, so the integrals may be reordered:
\begin{equation}
M_{k,\rm out}=G\int_0^\infty ds\,E(s)\int dr\,(s+r)^k c_{\rm in}(r).
\end{equation}
For $k=0$ this is $M_{0,\rm out}=GM_{0,\rm in}$. Dividing the next two moments by it removes $G$:
\begin{align}
\mu_{\rm out}&=\mu_E+\mu_{\rm in},\\
\frac{M_{2,\rm out}}{M_{0,\rm out}}
&=\langle s^2\rangle_E+2\mu_E\mu_{\rm in}+\langle r^2\rangle_{\rm in}.
\end{align}
Now subtract $\mu_{\rm out}^2=\mu_E^2+2\mu_E\mu_{\rm in}+\mu_{\rm in}^2$. The cross terms cancel, leaving
\begin{equation}
\boxed{\mu_E=\mu_{\rm out}-\mu_{\rm in},\qquad
\sigma_E^2=\sigma_{\rm out}^2-\sigma_{\rm in}^2 .}
\end{equation}
No pulse shape was assumed. The mean and variance are the first two cumulants, the quantities that add under convolution. Your data give
\begin{align}
\mu_E&=196.97-45.00=151.97\ {\rm ms},\\
\sigma_E^2&=2056.8-608.3=1448.5\ {\rm ms^2},\qquad
\sigma_E=38.06\ {\rm ms}.
\end{align}
The 20.7 ms in your question is therefore not the reactor's width.

The same rule explains your inlet record. A rectangle of width $w$ has mean $w/2$ and variance $w^2/12$. A mixer with response $e^{-s/a}/a$ has $\langle s\rangle=a$ and $\langle s^2\rangle=2a^2$, hence variance $a^2$. With $w=50$ ms and $a=20$ ms, the sums are $25+20=45$ ms and $208.3+400=608.3$ ms$^2$.

\subsection*{A check that avoids subtraction}

Switch the inlet from 0 to 1 and record the normalized outlet $F(t)=\int_0^tE(s)\,ds$. Since $1-F(t)=\int_t^\infty E(s)\,ds$, exchanging the integrals gives
\begin{align}
\int_0^\infty(1-F)\,dt&=\int_0^\infty E(s)\int_0^s dt\,ds=\mu_E,\\
2\int_0^\infty t(1-F)\,dt&=\int_0^\infty E(s)\int_0^s2t\,dt\,ds
=\langle s^2\rangle_E .
\end{align}
A separate step calculation for this channel gives 151.97 ms and, after subtracting $\mu_E^2$, 1448.4 ms$^2$. Both agree with the pulse result. This step is ideal at the inlet port; on hardware, a step sent through the feed line would still need the line's 20 ms and 400 ms$^2$ subtracted.

\subsection*{What the two numbers mean physically}

At reactor conditions the volumetric flow is
\begin{equation}
Q=\frac{300}{60}\times\frac{760}{1}\times\frac{473}{273.15}
=6580\ {\rm cm^3/s}.
\end{equation}
With $V=1000$ cm$^3$, $\tau=V/Q=151.97$ ms, equal to the recovered mean.

For the variance, use the one-dimensional model $\partial_tc+u\,\partial_xc=D\,\partial_x^2c$. Closed ends mean that tracer does not diffuse back into the feed and that $\partial_xc=0$ at the outlet. A unit impulse enters as $uc-D\,\partial_xc=u\,\delta(t)$ at $x=0$. Let $m_k(x)=\int_0^\infty t^kc\,dt$. Multiplying the transport equation by $t^k$ and integrating its time derivative by parts gives, for $k\ge1$,
\begin{equation}
(um_k-Dm_k')'=k\,m_{k-1},\quad
(um_k-Dm_k')_{x=0}=0,\quad m_k'(L)=0 .
\end{equation}
For $k=0$ the flux is $u$ everywhere, so $m_0=1$. For $k=1$, one integration gives $um_1-Dm_1'=x$. Its solution with $m_1'(L)=0$ is
\begin{equation}
m_1=\frac{x}{u}+\frac{D}{u^2}\left[1-e^{-u(L-x)/D}\right],
\qquad m_1(L)=\frac Lu=\tau .
\end{equation}
For $k=2$, integrate from 0 to $L$. The diffusive flux vanishes at $L$, so
\begin{align}
um_2(L)&=2\int_0^Lm_1\,dx\nonumber\\
&=\frac{L^2}{u}+\frac{2DL}{u^2}-\frac{2D^2}{u^3}(1-e^{-uL/D}).
\end{align}
Divide by $u$, subtract $\tau^2$, and set ${\rm Pe}=uL/D$:
\begin{equation}
\frac{\sigma_E^2}{\tau^2}=\frac{2}{\rm Pe}
-\frac{2(1-e^{-\rm Pe})}{{\rm Pe}^2}.
\end{equation}
For ${\rm Pe}\to\infty$ the right side tends to zero, which is plug flow. For ${\rm Pe}\to0$, the expansion $1-e^{-\rm Pe}={\rm Pe}-{\rm Pe}^2/2+\cdots$ gives $\sigma_E\to\tau$, the stirred-tank value.

Here $u=263.2$ cm/s and $D=341.2$ cm$^2$/s, so ${\rm Pe}=30.86$. The formula predicts 1448.3 ms$^2$; solving it for Pe from the recovered cumulants returns 30.85. Halving the number of mesh cells from 200 to 100 changes the variance by 0.9 ms$^2$.

\subsection*{Can the tracer be a precursor?}

Suppose first that the walls remove molecules at a constant, uniform rate $k$. A molecule that would stay for time $s$ survives with probability $e^{-ks}$. If $E_0$ is the lossless distribution, then $g=e^{-ks}E_0$. Subtraction still works, but returns the survivors' cumulants. Their mean is
\begin{equation}
\mu(k)=\frac{\int sE_0e^{-ks}ds}{\int E_0e^{-ks}ds},\qquad
\frac{d\mu}{dk}=-\langle s^2\rangle_k+\langle s\rangle_k^2=-\sigma^2(k)\le0 .
\end{equation}
Loss therefore favours short stays. With $k=20$ s$^{-1}$, 6.1\% survive, with mean 129.3 ms and variance 894 ms$^2$ on the 200-cell mesh (893 ms$^2$ in the fine-mesh limit).

A growing surface is different, because adsorption uses up sites. Take the same initial rate, 4 sites per nm$^2$ on both plates, and a precursor flow equal to 20\% of the carrier flow while the valve is open. There are 0.0392 sites per gas molecule in the channel. The dose, in the same unit, is $0.20\times50/151.97=0.066$, more than the wall can hold. Subtraction now gives an apparent mean of 168.0 ms, above even the lossless 152.0 ms.

In this model the free-site fraction falls with time, so late entrants survive more readily than early ones. Subtracting the mean entry time of all molecules then counts the survivors' later entry as residence time. This is only part of the excess: molecules that lag behind the others meet walls already covered, so at this dose the survivors' true mean stay also rises above the lossless value. Their mean entry time is about 56 ms instead of 45 ms, and their mean stay about 157 ms. At half the dose the wall is covered less completely; the apparent mean is then about 155 ms, but the survivors' stay, about 146 ms, is below the lossless value. The result depends on the dose and is not a property of the reactor alone. Use a dilute pulse of an inert tracer. Its variance is not that of a precursor with a different diffusivity: with half of argon's $D$, the dispersion formula above gives 736 ms$^2$ instead of 1448 ms$^2$, at the same mean. A dilute precursor pulse can serve only if the surface is already saturated towards it and does not hold it reversibly. If the release ends within the record, reversible holding conserves the pulse area, so the areas give no warning, but it adds time on the wall to the mean and broadens the pulse. This calculation omits the precursor's own contribution to the flow, which is not small at 20\%: including it lowers the apparent mean to about 163 ms and the survivors' stay to about 153 ms.

\subsection*{What can spoil real records}

\paragraph{Gauge lag.} A first-order gauge with time constant $a$ adds $a$ to the mean and $a^2$ to the variance, just as the feed line does. Equal gauges cancel. With 10 ms at the inlet and 20 ms at the outlet, the errors are $+10$ ms and $400-100=+300$ ms$^2$.

\paragraph{Baseline.} Let a constant $b$ remain in the outlet record over $0<t<T$. To first order in $b$, with $\mu$, $\sigma^2$ and $M_0$ those of the clean outlet,
\begin{align}
\delta\mu&=\frac{M_1+bT^2/2}{M_0+bT}-\mu
\simeq\frac{bT}{M_0}\left(\frac T2-\mu\right),\\
\delta\sigma^2&\simeq\frac{b}{M_0}\left[\int_0^T(t-\mu)^2dt-\sigma^2T\right]
\nonumber\\
&=\frac{b}{M_0}\left[\frac{(T-\mu)^3+\mu^3}{3}-\sigma^2T\right].
\end{align}
The second line uses moments about $\mu$; the square of the mean's shift is second order. For $T=800$ ms and $b$ equal to 0.1\% of the outlet peak, the actual shifts are $+1.5$ ms and $+679$ ms$^2$; the first-order variance shift is 686 ms$^2$. The mean moves by 1\%, but the variance by 47\% of its recovered value. The cubic term is responsible: a small offset far from the pulse has a long lever arm.

\paragraph{Noise and truncation.} Independent noise of standard deviation $\eta$ in samples spaced by $\Delta t$ enters with the same weights. For one record,
\begin{align}
{\rm sd}(\mu)&\simeq\frac{\eta\Delta t}{M_0}
\Big[\sum_i(t_i-\mu)^2\Big]^{1/2},\\
{\rm sd}(\sigma^2)&\simeq\frac{\eta\Delta t}{M_0}
\Big[\sum_i\big((t_i-\mu)^2-\sigma^2\big)^2\Big]^{1/2}.
\end{align}
Independent inlet and outlet errors add in quadrature. If $\eta$ is 0.1\% of the outlet peak in both records, each 800 ms long with $\Delta t=0.5$ ms, the recovered values have standard errors of 0.10 ms and 53 ms$^2$. Shortening the outlet window from 800 ms towards $2\mu$, here 394 ms, reduces its offset and noise errors, but it also removes real tail: stopping the outlet record at 394 ms already lowers the variance by about 27 ms$^2$, and stopping it at 300 ms changes the results by $-3.1$ ms and $-377$ ms$^2$. Fix the baseline from data before the pulse and well after it, then check that the variance is stable as the end time is varied.

\subsection*{How far to trust the model reactor}

The dimensions, flow, pressure and pulse time are rough typical values for a small thermal deposition reactor; the gas properties are rough too. The argon flow is 2\% of the carrier flow while the valve is open. Including that extra flow at constant pressure shifts the recovered mean by $-0.5$ ms, and half the argon gives half the shift. If 1 Torr is the outlet pressure, the estimated pressure drop, 0.024 Torr, raises the gas hold-up by about 1.2\%. This changes the reading as $V/Q$, not the subtraction rule.

Uneven flow across the width may matter more. For width $W$, the diffusion scale $W^2/D$ (the mixing time in the output) is 1.8 s. With no flux through the side walls, the slowest sideways variation, $\cos(\pi y/W)$, decays at the rate $\pi^2D/W^2$, so its time constant is $W^2/(\pi^2D)=0.19$ s. This is comparable with the residence time, so diffusion evens out the composition only partly. For the limit of no mixing, consider two equal, separate lanes with speeds $u(1\pm\delta)$. They carry flow fractions $(1\pm\delta)/2$ and have mean times $\tau/(1\pm\delta)$. The flow-weighted mean remains $\tau$, while the variance between lanes is
\begin{equation}
\tau^2\left[\frac12\left(\frac1{1+\delta}+\frac1{1-\delta}\right)-1\right]
=\frac{\tau^2\delta^2}{1-\delta^2}.
\end{equation}
For $\delta=0.05$ this is 58 ms$^2$, or 4\% of the recovered variance. The dispersion variance within a lane scales roughly as $u^{-3}$, and its flow-weighted average rises by a further 10 ms$^2$, so the total excess is 68 ms$^2$. Sideways diffusion between the lanes at argon's $D$ lowers the total to about 43 ms$^2$. Subtraction correctly retains this contribution as part of the reactor's spread, provided the ports measure flow-averaged composition, but the one-dimensional formula would misread it as axial diffusion.

Finally, two cumulants do not determine the tail of $E$. They do not by themselves give the purge time to a very low residual concentration; for that you need the late outlet record or a validated model. The numerical output below lists the inputs and the main results.

\section*{Table of computed values}
\begin{verbatim}
Channel L, W, H: 40, 25, 1 cm
Pressure, temperature: 1.0 Torr, 473 K
Carrier flow: 300 sccm = 6580 cm3/s
Reference diffusivity (1 atm, 298 K): 0.20 cm2/s
Gas speed: 263.2 cm/s; diffusivity: 341.2 cm2/s
Valve, line times: 50, 20 ms
Tracer/carrier flow while valve open: 2.0 %
Time step, record length: 0.5, 800 ms
Inlet mean, variance: 45.00 ms, 608.3 ms2
Outlet mean, variance: 196.97 ms, 2056.8 ms2
Outlet/inlet area: 1.000000
Recovered mean: 151.97 ms
Recovered variance: 1448.5 ms2
Recovered standard deviation: 38.06 ms
Step mean, variance: 151.97 ms, 1448.4 ms2
V/Q: 151.97 ms
Dispersion-formula variance: 1448.3 ms2
Peclet number, input and recovered: 30.86, 30.85
Variance shift, 100 vs 200 cells: 0.866 ms2
Linear wall loss rate: 20 1/s
Linear loss, surviving fraction: 0.0612
Linear loss, mean: 129.29 ms; var: 893.9 ms2
Wall sites: 4.0 per nm2
Wall sites per gas molecule: 0.0392
Saturating case, precursor/carrier flow: 20 %
Saturating case, apparent mean: 167.96 ms
Saturating case, apparent variance: 1517.7 ms2
Gauge lags in, out: 10, 20 ms
Gauge mismatch, mean shift: 10.00 ms
Gauge mismatch, variance shift: 300.0 ms2
Offset and noise / outlet peak: 0.10 %
Offset, mean shift: 1.49 ms
Offset, first-order mean shift: 1.51 ms
Offset, variance shift: 678.8 ms2
Offset, first-order variance shift: 686.1 ms2
Noise error of mean, formula: 0.097 ms
Noise error of mean, sampled: 0.095 ms
Noise error of variance, formula: 52.7 ms2
Noise error of variance, sampled: 52.1 ms2
Outlet cut time: 300 ms
Cut, mean shift: -3.11 ms
Cut, variance shift: -377.3 ms2
Added tracer flow, mean shift: -0.495 ms
Same at half the tracer flow: -0.247 ms
Added tracer flow, variance shift: 5.09 ms2
Viscosity: 2.5e-05 Pa s
Pressure drop: 0.0237 Torr
Hold-up excess from pressure drop: 1.18 %
Taylor increase of dispersion: 0.28 %
Knudsen number on height: 0.0088
Port diameters: 1.0, 2.5 cm
Back-diffusion lengths: 0.041, 0.255 cm
Mixing time over height: 2.93 ms
Mixing time over width: 1832 ms
Two unmixed lanes, speed spread: +/-5 %
Variance between those lanes: 57.9 ms2
\end{verbatim}
